# Transpose symmetry of the CI matrix cannot separate singlets from quintets

## 1. Two electrons

Put one alpha electron in orbital $p$ and one beta electron in orbital $q$:

$$|p\,q\rangle=a^\dagger_{p\alpha}a^\dagger_{q\beta}|{\rm vac}\rangle,\qquad \Psi=\sum_{pq}C(p,q)\,|p\,q\rangle .$$

The orbitals are orthonormal and are the same for both spins. Spin is measured in units of $\hbar$. The ladder operators are

$$S_+=\sum_r a^\dagger_{r\alpha}a_{r\beta},\qquad S_-=\sum_r a^\dagger_{r\beta}a_{r\alpha}.$$

In general $S^2=S_-S_++S_z(S_z+1)$, so $S^2=S_-S_+$ on any state with $M_s=0$. The raising operator turns the beta electron into an alpha electron, and the lowering operator then turns either electron back:

$$S_+|p\,q\rangle=a^\dagger_{p\alpha}a^\dagger_{q\alpha}|{\rm vac}\rangle,$$

$$S_-S_+|p\,q\rangle=a^\dagger_{p\alpha}a^\dagger_{q\beta}|{\rm vac}\rangle+a^\dagger_{p\beta}a^\dagger_{q\alpha}|{\rm vac}\rangle=|p\,q\rangle-|q\,p\rangle .$$

The minus sign comes from moving the alpha creator to the left of the beta creator. For $p=q$ both sides vanish. On the coefficient matrix, $S^2$ therefore acts as

$$C\;\longmapsto\; C-C^T .$$

A singlet has $S^2=0$, which requires $C^T=C$. A triplet has $S^2=2$, so $C-C^T=2C$ and $C^T=-C$. For two electrons the transpose determines the spin completely, because $S^2$ is itself a function of transposition. With more electrons the sign rule survives, but this complete determination fails as soon as quintets are possible (Section 5).

## 2. General statement and conventions

Take $N=2n$ electrons in $K$ orbitals, with $n$ alpha and $n$ beta electrons. A string $I$ is an ascending list of $n$ occupied orbitals, and $A^\dagger_\sigma(I)$ is the product of its creators with spin $\sigma$, in that order. All alpha creators stand to the left of all beta creators:

$$|I\,J\rangle=A^\dagger_\alpha(I)A^\dagger_\beta(J)|{\rm vac}\rangle,\qquad \Psi=\sum_{IJ}C(I,J)|I\,J\rangle .$$

The result is

$$\boxed{S^2\Psi=S(S+1)\Psi\quad\Longrightarrow\quad C^T=(-1)^S C.}$$

The operation is the plain transpose, without complex conjugation, even when $C$ is complex. Since $N$ is even, $S$ is an integer.

The proof uses a rotation of all spins by $\pi$ about the $x$ axis, $R=e^{-i\pi S_x}$. This rotation exchanges up and down. Its action is computed once on determinants and once on a spin multiplet, and the two answers are compared.

## 3. The rotation acting on determinants

With $S_x=(S_++S_-)/2$, the anticommutation relations give

$$[S_x,a^\dagger_{p\alpha}]=\tfrac12a^\dagger_{p\beta},\qquad [S_x,a^\dagger_{p\beta}]=\tfrac12a^\dagger_{p\alpha}.$$

For the first relation, only the term $a^\dagger_{p\beta}a_{p\alpha}$ in $S_-$ fails to commute with $a^\dagger_{p\alpha}$, and its commutator is $a^\dagger_{p\beta}$. The second follows in the same way from $S_+$.

Define $b_\pm=a^\dagger_{p\alpha}\pm a^\dagger_{p\beta}$. Then $[S_x,b_\pm]=\pm\frac12b_\pm$. Differentiating $b_\pm(\theta)=e^{-i\theta S_x}b_\pm e^{i\theta S_x}$ gives

$$\frac{d b_\pm(\theta)}{d\theta}=-i\,e^{-i\theta S_x}[S_x,b_\pm]e^{i\theta S_x}=\mp\frac i2 b_\pm(\theta),\qquad b_\pm(\theta)=e^{\mp i\theta/2}b_\pm .$$

At $\theta=\pi$ the factors are $\mp i$. Half the sum and half the difference of $b_+$ and $b_-$ then give

$$R\,a^\dagger_{p\alpha}R^{-1}=-i\,a^\dagger_{p\beta},\qquad R\,a^\dagger_{p\beta}R^{-1}=-i\,a^\dagger_{p\alpha}.$$

Also $R|{\rm vac}\rangle=|{\rm vac}\rangle$, because $S_x$ annihilates the vacuum. Inserting $R^{-1}R$ between the creators of a determinant yields

$$R|I\,J\rangle=(-i)^{2n}A^\dagger_\beta(I)A^\dagger_\alpha(J)|{\rm vac}\rangle .$$

The standard order is restored by moving each of the $n$ alpha creators past $n$ beta creators. This costs $(-1)^{n^2}=(-1)^n$, since $n^2$ and $n$ have the same parity. The rotation phase is also $(-i)^{2n}=(-1)^n$. The two signs cancel:

$$R|I\,J\rangle=|J\,I\rangle .$$

Since $R$ is linear, it does not conjugate coefficients, and

$$R\Psi=\sum_{IJ}C(I,J)|J\,I\rangle=\sum_{IJ}C(J,I)|I\,J\rangle .$$

Thus $R$ replaces $C$ by $C^T$ for every $n$, odd or even.

## 4. The rotation acting on a multiplet

Let $\Psi$ have spin $S$ and $M=0$. Applying $S_+$ and $S_-$ to it generates normalized states $|S,M\rangle$ with

$$S_\pm|S,M\rangle=\sqrt{S(S+1)-M(M\pm1)}\,|S,M\pm1\rangle .$$

These $2S+1$ states are closed under $S_x$, and the matrix of $S_x$ among them depends on $S$ alone. The same holds for $R$, which is a power series in $S_x$. The eigenvalue of $R$ on $|S,0\rangle$ can therefore be found in any convenient system that contains spin $S$.

For $S>0$, use $2S$ distinguishable spins one-half. The state with all spins up has total spin $S$. Lowering it $S$ times gives a state proportional to the equal-sign sum of all arrangements with $S$ spins up and $S$ down. For one spin,

$$e^{-i\pi\sigma_x/2}=\cos\frac\pi2-i\sigma_x\sin\frac\pi2=-i\sigma_x ,$$

so each spin is flipped and contributes $-i$. The flip permutes the arrangements and leaves their sum unchanged. Hence

$$R|S,0\rangle=(-i)^{2S}|S,0\rangle=(-1)^S|S,0\rangle .$$

For $S=0$ the result is immediate, because $S_x$ gives zero. Comparing with $R\Psi\leftrightarrow C^T$ gives $C^T=(-1)^SC$, as stated.

## 5. What a symmetric matrix does and does not say

Any $M_s=0$ state can be decomposed into spin components, $\Psi=\sum_S\Psi_S$, with matrices $C_S$. Applying the result to each component gives

$$\frac{C+C^T}{2}=\sum_{S\ {\rm even}}C_S,\qquad \frac{C-C^T}{2}=\sum_{S\ {\rm odd}}C_S .$$

Components of different $S$ are orthogonal, so either sum vanishes only if each of its terms vanishes. Therefore $C$ is symmetric exactly when $\Psi$ contains only even spins, and antisymmetric exactly when it contains only odd spins. Symmetry alone does not show that $\Psi$ has a definite spin.

Let $T$ denote transposition. Since $T^2=1$, every polynomial in $T$ reduces to $a+bT$. On singlets and on quintets $T=1$, so both are multiplied by the same number $a+b$. No filter built from transposition can remove one and keep the other. For normalized $\Psi_0$ and $\Psi_2$, the mixture

$$\Psi=\sqrt{1-w}\,\Psi_0+e^{i\phi}\sqrt w\,\Psi_2,\qquad 0\le w\le1,$$

has a symmetric matrix for every $w$ and $\phi$, while $\langle S^2\rangle=6w$.

This ambiguity requires that quintets exist. A quintet has a member with $M_s=2$, which needs $n+2$ alpha and $n-2$ beta electrons; hence $n\ge2$ and $K\ge n+2$. Conversely, under these conditions one can doubly occupy $n-2$ orbitals and couple four singly occupied ones to a quintet. If either condition fails, the largest possible spin is at most 1, and a symmetric matrix does mean a singlet.

The number of multiplets follows from counting determinants. At a given $M\ge0$ there are

$$m_M=\binom K{n+M}\binom K{n-M}$$

determinants, with a binomial coefficient set to zero when its lower entry is out of range. Each multiplet with $S\ge M$ contributes one state at this $M$, so the number with spin $S$ is $f_S=m_S-m_{S+1}$. For $K=4$, $n=2$:

$$m_0=36,\quad m_1=16,\quad m_2=1,\quad m_3=0;\qquad f_0=20,\quad f_1=15,\quad f_2=1 .$$

There are $D=\binom42=6$ strings per spin. Symmetric $6\times6$ matrices form a space of dimension $D(D+1)/2=21=20+1$; antisymmetric ones have dimension $D(D-1)/2=15$. The one extra symmetric dimension is the quintet.

## 6. An explicit singlet and quintet

Start from $a^\dagger_{1\alpha}a^\dagger_{2\alpha}a^\dagger_{3\alpha}a^\dagger_{4\alpha}|{\rm vac}\rangle$, which has $S=M=2$, and apply $S_-$ twice. Every choice of two flipped spins appears twice, once for each order of flipping. The common factor 2 disappears on normalization. The signs come from moving alpha creators to the left. If orbitals 2 and 4 are flipped, for instance, $a^\dagger_{3\alpha}$ passes $a^\dagger_{2\beta}$ once and gives a minus sign. Counting such moves for all six choices gives

$$Q=\frac1{\sqrt6}\big(|12;34\rangle-|13;24\rangle+|14;23\rangle+|23;14\rangle-|24;13\rangle+|34;12\rangle\big).$$

Each determinant and its partner with exchanged strings have the same coefficient, so the matrix is symmetric.

Now consider the symmetric pair

$$\Phi=\frac{|12;34\rangle+|34;12\rangle}{\sqrt2}.$$

Its overlap with the only quintet in this space is $2/(\sqrt2\sqrt6)=1/\sqrt3$, so its quintet weight is $1/3$. Symmetry excludes the triplet. The remaining weight, $2/3$, must be singlet, and

$$\langle\Phi|S^2|\Phi\rangle=\tfrac23\cdot0+\tfrac13\cdot6=2 .$$

This equals the triplet eigenvalue although the state contains no triplet. An expectation value of 2 therefore does not identify a triplet. The value zero is conclusive, because $\langle S^2\rangle=\|S_+\Psi\|^2$ at $M_s=0$ and vanishes only if $S^2\Psi=0$.

Subtracting the quintet part $Q/\sqrt3$ leaves the coefficient $0.7071-0.2357=0.4714$ on $|12;34\rangle$ and $+0.2357$ on $|13;24\rangle$. Division by $\sqrt{2/3}=0.8165$ normalizes the singlet. The independent coefficients are:

| Strings | Singlet | Quintet |
|---|---:|---:|
| 12;34 | 0.5774 | 0.4082 |
| 13;24 | 0.2887 | −0.4082 |
| 14;23 | −0.2887 | 0.4082 |

Exchanging the strings repeats the same values. The two states occupy the same determinants and have the same transpose symmetry; they differ in the relative sizes and signs of coefficients that transposition does not connect.

## 7. Use in a CI program

A spin-free Hamiltonian is built from $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$. The rotation exchanges the two spin terms, since

$$R\,a^\dagger_{p\alpha}a_{q\alpha}R^{-1}=(-i)(+i)a^\dagger_{p\beta}a_{q\beta}=a^\dagger_{p\beta}a_{q\beta}.$$

Thus $R$ commutes with every $E_{pq}$ and with $H$. If $\sigma(C)$ is the matrix of $H\Psi$, then

$$\sigma(C^T)=\sigma(C)^T .$$

A symmetric trial matrix stays symmetric. This also saves work. Let $F$ be the string matrix of the terms of $H$ that act on alpha electrons alone. The corresponding beta terms have the same string matrix, and their contributions are $FC$ and $CF^T$. If $C^T=\eta C$ with $\eta=\pm1$, then

$$CF^T=(FC^T)^T=\eta(FC)^T ,$$

so the beta contribution follows from the alpha contribution by a transpose and a sign.

To select singlets, an operator that distinguishes the even spins is needed. Expanding $S_-S_+$ gives

$$S_-S_+=\sum_{pq}a^\dagger_{p\beta}a_{p\alpha}a^\dagger_{q\alpha}a_{q\beta}.$$

Substitute $a_{p\alpha}a^\dagger_{q\alpha}=\delta_{pq}-a^\dagger_{q\alpha}a_{p\alpha}$. The delta term counts the beta electrons and gives $n$. In the other term, the even product of alpha operators can be moved past $a^\dagger_{p\beta}$ without a sign. Therefore

$$S^2=n-\sum_{pq}(a^\dagger_{q\alpha}a_{p\alpha})(a^\dagger_{p\beta}a_{q\beta})\qquad(M_s=0).$$

Let $\epsilon^{qp}$ be the real string matrix of $a^\dagger_qa_p$. The alpha factor multiplies $C$ from the left by $\epsilon^{qp}$. The beta factor multiplies it from the right by $(\epsilon^{pq})^T=\epsilon^{qp}$. Thus

$$S^2:\quad C\longmapsto nC-\sum_{pq}\epsilon^{qp}C\epsilon^{qp}.$$

For $n=1$ the sum is $C^T$, which recovers Section 1.

In the symmetric subspace with maximum spin at most 3, the filter $1-S^2/6$ is a projector onto singlets: it equals 1 for $S=0$ and 0 for $S=2$. If larger even spins are present, further factors $1-S^2/[S'(S'+1)]$ for $S'=4,6,\ldots$ remove them. Alternatively, one minimizes $H+\lambda S^2$ over symmetric matrices, with $\lambda>0$ large enough to lift every state of higher even spin above the lowest singlet. Singlet energies are unchanged, while quintet energies rise by $6\lambda$.

## 8. A model with a quintet ground state

Consider four electrons in four orbitals with levels 0.0, 0.2, 0.5 and 1.1 eV and neighbour hopping −0.3 eV. The one-electron matrix $h$ contains these levels and hoppings. With $(pq|rs)$ denoting the repulsion between the orbital products $pq$ and $rs$, the nonzero two-electron integrals for $p\ne q$ are

$$(pp|pp)=U,\quad (pp|qq)=U',\quad (pq|pq)=(pq|qp)=J,$$

where $U=4.0$ eV, $J=0.5$ eV and $U'=U-2J=3.0$ eV. These are model parameters, not those of a particular material.

The quintet energy can be found from its $M_s=2$ member, which has one alpha electron in each orbital. Hopping does not contribute to the trace of $h$. Each of the six electron pairs contributes repulsion $U'$ minus exchange $J$:

$$E_2={\rm tr}\,h+6(U'-J)=1.8+6(3.0-0.5)=16.800\ {\rm eV}.$$

Diagonalization within each spin space gives the lowest triplet at $E_1=17.714$ eV and the lowest singlet at $E_0=18.503$ eV. The lowest state with a symmetric matrix is thus the quintet. The penalty must satisfy

$$E_0<E_2+6\lambda,\qquad \lambda>\lambda_c=\frac{18.503-16.800}{6}=0.284\ {\rm eV}.$$

An imaginary-time iteration repeatedly applies $e^{-\tau(H+\lambda S^2)}$ and normalizes. It was started from $\Phi$, and $C$ was symmetrized after every step:

| $\lambda$ (eV) | $\langle H\rangle$ (eV) | $\langle S^2\rangle$ |
|---:|---:|---:|
| 0 | 16.800 | 6 |
| 0.255 | 16.800 | 6 |
| 0.312 | 18.503 | 0 |
| 1.000 | 18.503 | 0 |

The two middle runs lie 10% below and above $\lambda_c$, and the final spin changes between them as predicted.

Symmetrization still matters in the third run. There the penalized triplet lies at $17.714+2(0.312)=18.34$ eV, below the singlet at 18.50 eV, while the quintet lies at $16.800+6(0.312)=18.67$ eV. The penalty removes the quintet as a competitor, and transpose symmetry excludes the triplet. Since $\Phi$ is symmetric and both $H$ and $S^2$ preserve that symmetry, no triplet would appear in exact arithmetic even without the explicit step. Rounding, however, can seed an antisymmetric component. Its amplitude relative to the singlet then grows as $e^{(18.50-18.34)\tau}$, and symmetrizing after each step removes it before it can take over. Without symmetry restriction, placing the singlet below the triplet would require $\lambda>(E_0-E_1)/2=0.395$ eV.

Starting from a closed-shell determinant would keep the iteration in the singlet space in exact arithmetic, because $S_+$ annihilates that determinant and $H$ conserves spin. Rounding can introduce a small quintet component. At $\lambda=0$, imaginary time $\tau$ multiplies its amplitude relative to the lowest singlet by $e^{(E_0-E_2)\tau}$. Symmetrizing $C$ does not remove this component.

## 9. Conditions on the implementation

**Creator order.** Suppose the creators are arranged orbital by orbital, with alpha before beta within an orbital. Let $o(I,J)$ be the number of singly occupied orbitals. Under $R$, each of these contributes $-i$. A doubly occupied orbital contributes $+1$, because $(-i)^2=-1$ is cancelled by exchanging its two creators. As $o$ is even, the coefficients $C'$ in this convention obey

$$C'(J,I)=(-1)^{S+o(I,J)/2}C'(I,J).$$

The whole matrix then need not be symmetric even for a singlet. Before testing or imposing transpose symmetry, convert the coefficients to alpha-before-beta order. Placing all beta creators first instead changes every coefficient by the same factor $(-1)^n$ and leaves the rule intact.

**Orbitals.** The string labels must refer to the same spatial orbitals for both spins. Take the closed-shell singlet $|12;12\rangle$ and turn beta orbitals 2 and 3 by 30 degrees:

$$a^\dagger_{2'\beta}=\cos30^\circ a^\dagger_{2\beta}+\sin30^\circ a^\dagger_{3\beta},\quad a^\dagger_{3'\beta}=-\sin30^\circ a^\dagger_{2\beta}+\cos30^\circ a^\dagger_{3\beta}.$$

Inverting the rotation gives $a^\dagger_{2\beta}=\cos30^\circ a^\dagger_{2'\beta}-\sin30^\circ a^\dagger_{3'\beta}$. The coefficient matrix therefore has $0.866$ at $(12,12')$ and $-0.5$ at $(12,13')$. Its antisymmetric difference has norm $\|C-C^T\|=\sqrt{2(0.5)^2}=0.707$, compared with $\|C\|=1$. The state is still a singlet; the labels have lost their common meaning.

**Selected determinants.** A truncated list should contain $|J\,I\rangle$ whenever it contains $|I\,J\rangle$. The projector onto the list then commutes with $T$, and so does the projected spin-free Hamiltonian. Its nondegenerate eigenvectors have a definite transpose parity, and degenerate ones can be chosen to have it. They need not be eigenfunctions of $S^2$, because closure under exchange does not ensure closure under $S^2$. A symmetric vector in such a list contains only even spins, but it may mix singlet and quintet components.

**Spin projection.** The rule applies at $M_s=0$. For $M_s\ne0$ the alpha and beta strings have different lengths, and $R$ maps the state to $-M_s$ rather than back into the same coefficient matrix.

The numerical check below tests the sign rule, including complex coefficients and both parities of $n$, as well as the state counts, the two changes of convention and the penalty threshold.

## Computed results

```
State counts (K orbitals, N electrons, D strings per spin)
  K=4 N=2 D=4: S=0,1,.. [10, 6]; symmetric 10, antisym. 6
  K=4 N=4 D=6: S=0,1,.. [20, 15, 1]; symmetric 21, antisym. 15
  K=4 N=6 D=4: S=0,1,.. [10, 6]; symmetric 10, antisym. 6
  K=5 N=4 D=10: S=0,1,.. [50, 45, 5]; symmetric 55, antisym. 45
  K=6 N=6 D=20: S=0,1,.. [175, 189, 35, 1]; symmetric 210, antisym. 190
Closed-shell singlet |12;12>, beta orbitals 2,3 turned by 30 degrees:
  norm of C - C^T = 0.7071 (norm of C = 1.0000)
Pair (|12;34> + |34;12>)/sqrt(2):
  weights S=0,1,2: 0.6667, 0.0000, 0.3333
  <S^2> = 2.0000 (units of hbar^2)
Normalized spin parts of the pair: C(I,J) singlet, quintet
  C(12,34) +0.5774 +0.4082
  C(13,24) +0.2887 -0.4082
  C(14,23) -0.2887 +0.4082
  C(23,14) -0.2887 +0.4082
  C(24,13) +0.2887 -0.4082
  C(34,12) +0.5774 +0.4082
Model: 4 electrons, 4 orbitals
  levels (eV): 0.0, 0.2, 0.5, 1.1
  neighbour hopping = -0.3 eV
  U = 4.0 eV, U' = 3.0 eV, J = 0.5 eV
  lowest singlet energy = 18.5028 eV
  lowest triplet energy = 17.7135 eV
  lowest quintet energy = 16.8000 eV
  tr h + 6(U' - J) = 16.8000 eV
  critical penalty = 0.2838 eV
Symmetrized iteration from the pair: penalty, <H>, <S^2>
  0.0000 eV: 16.8000 eV, 6.0000 hbar^2
  0.2554 eV: 16.8000 eV, 6.0000 hbar^2
  0.3122 eV: 18.5028 eV, 0.0000 hbar^2
  1.0000 eV: 18.5028 eV, 0.0000 hbar^2
```
